# Mean potential shift when one dipole reverses beneath a 20 nm gate

**Question**

I am trying to estimate how much one reversing dipole in a gate dielectric disturbs a small transistor. The gate is a square, 20 nm on a side. Beneath it, in a layer of relative permittivity 4, sits one dipole of one electron-angstrom, normal to the layer. At some moment it turns upside down. By how much does the potential at the channel shift, averaged over the gate area?

I smeared the dipole over the area and treated it as a dipole sheet. The potential of an isolated sheet is $+p/(2\varepsilon A)$ on one side and $-p/(2\varepsilon A)$ on the other. Reversal should then change the channel potential by $p/(\varepsilon A)$. But if I say that the sheet produces a step $p/(\varepsilon A)$ and that the step changes sign, I get twice as much. Which is right? And does the average tell me what the channel really feels?

**Answer**

The second count is right, because there is a gate. An isolated sheet shares its step equally between its two sides. A gate held at fixed voltage pins one side, so the whole step appears on the other.

**Setting up the average**

Let $z$ point upward from the channel plane at $z=0$ to the gate at $z=t$. Represent the dipole by charges $+q$ and $-q$ a distance $d$ apart, so that $p=qd$. Both charges lie in the same linear dielectric, with $\varepsilon=\varepsilon_0\varepsilon_r$. Here $p$ is the dipole of the bare charges, before the surrounding dielectric screens it.

Since the equations are linear, I follow only the potential $V$ caused by the dipole and leave out the bias. The gate voltage is fixed, so $V(t)=0$. Within the layer, Poisson's equation is

$$
\nabla\cdot(\varepsilon\nabla V)=-\rho .
$$

Integrate it over the gate area $A$ at fixed $z$ and divide by $A$. The lateral derivatives become an integral of $\varepsilon\,\partial V/\partial n$ around the perimeter. If no net lateral flux crosses the perimeter, this term vanishes, leaving

$$
\varepsilon\frac{d^2\bar V}{dz^2}=-\bar\rho(z).
$$

The bar means an average over $A$. The two point charges have become two sheets, with charge densities $\pm q/A$. This does not assume that the real charge is smeared out. It follows from asking for the average alone.

**The step and its sign**

Suppose first that the dipole points to the gate, with $-q$ below and $+q$ above. Assume also that the mean charge in the channel and substrate does not change. The dipole then causes no mean field below the lower sheet, so $d\bar V/dz=0$ there.

Integrating the averaged equation across a sheet of density $s$ gives

$$
\left.\frac{d\bar V}{dz}\right|_{\text{above}}-\left.\frac{d\bar V}{dz}\right|_{\text{below}}=-\frac{s}{\varepsilon}.
$$

At the lower sheet $s=-q/A$, so the slope rises from zero to $q/(\varepsilon A)$. At the upper sheet $s=+q/A$, and the slope returns to zero. The potential therefore changes only between the sheets, over the distance $d$:

$$
\bar V(t)-\bar V(0)=\frac{q}{\varepsilon A}\,d=\frac{p}{\varepsilon A}.
$$

Because $\bar V(t)=0$,

$$
\bar V_{\text{to gate}}(0)=-\frac{p}{\varepsilon A}.
$$

Turning the dipole over exchanges the charges and changes the sign:

$$
\bar V_{\text{to channel}}(0)=+\frac{p}{\varepsilon A}.
$$

The shift on reversal is the final value minus the initial one:

$$
\Delta V=\frac{p}{\varepsilon A}-\left(-\frac{p}{\varepsilon A}\right)
=\frac{2p}{\varepsilon_0\varepsilon_r A}.
$$

It is positive when the dipole turns from the gate toward the channel. The height of the dipole has dropped out.

**Where the missing half comes from**

Your isolated-sheet result can be repaired with an image dipole. Take a uniform dielectric below a wide metal gate. A charge $q$ at height $z$ has an image $-q$ at $2t-z$. Reflection reverses the order of the two charges, and the image also reverses their signs. The image dipole therefore points the same way as the original.

At lateral distance $r$, a dipole at height $H$ above the channel plane gives a potential of magnitude

$$
\frac{pH}{4\pi\varepsilon(r^2+H^2)^{3/2}}.
$$

Its integral over the infinite plane is

$$
\int_0^\infty \frac{pH}{4\pi\varepsilon(r^2+H^2)^{3/2}}\,2\pi r\,dr
=\frac{pH}{2\varepsilon}\left[-\frac{1}{\sqrt{r^2+H^2}}\right]_0^\infty
=\frac{p}{2\varepsilon}.
$$

This does not depend on $H$. The original and its image contribute $p/(2\varepsilon)$ each, with the same sign, and together give $p/\varepsilon$. Dividing by $A$ recovers the step above, provided that essentially all of the disturbance lies inside $A$.

**The numbers**

The dipole and the area are

$$
p=(1.602\times10^{-19}\ \mathrm C)(10^{-10}\ \mathrm m)
=1.602\times10^{-29}\ \mathrm{C\,m},
$$

$$
A=(20\times10^{-9}\ \mathrm m)^2=4.00\times10^{-16}\ \mathrm{m^2}.
$$

One orientation gives

$$
\frac{p}{\varepsilon_0\varepsilon_rA}
=\frac{1.602\times10^{-29}}
{(8.854\times10^{-12})(4)(4.00\times10^{-16})}\ \mathrm V
=1.131\ \mathrm{mV},
$$

and reversal gives

$$
\Delta V=2(1.131\ \mathrm{mV})=2.26\ \mathrm{mV}\approx2.3\ \mathrm{mV}.
$$

If the quoted electron-angstrom already included the screening by the dielectric, dividing by 4 would count that screening twice. The shift would then be 9.05 mV. A dipole quoted for a group of atoms in vacuum is a third case. If it is rigid and sits in a small empty spherical cavity in the dielectric, it acts like a bare dipole larger by the factor $3\varepsilon_r/(2\varepsilon_r+1)=1.33$, and the shift is about 3.0 mV. You need to know which dipole you were given.

**Which permittivity belongs in a layered stack?**

Consider a stack with a 1 nm interlayer of permittivity 4 next to the channel and a 2 nm layer of permittivity 20 above it. With no mean field outside the pair of charges, the other layer adds no potential drop. The permittivity in the formula is that of the material between the charges, not an average over the stack.

The same dipole placed wholly in the upper layer therefore gives $2.26\times4/20=0.45$ mV. If it straddles the interface, with lengths $d_1$ and $d_2$ in the two layers, the steps add:

$$
\Delta V=\frac{2q}{\varepsilon_0A}
\left(\frac{d_1}{\varepsilon_1}+\frac{d_2}{\varepsilon_2}\right).
$$

For $d_1=d_2=0.05$ nm this is 1.36 mV. On so short a scale a sharp boundary between two bulk permittivities is itself a crude model.

**What if the channel conducts?**

A strongly conducting channel holds its own potential nearly fixed, and its charge changes instead. The result then has to be read as a shift referred to the gate.

Let $C$ be the capacitance between gate and channel. With both held at fixed potential, the mean dipole step must be cancelled by an opposite voltage drop across the whole stack. That drop requires a channel charge of magnitude $C\,|\Delta V|$ on reversal. Changing the gate voltage by $-\Delta V$ restores the original charge. The 2.26 mV is thus the size of the equivalent gate-voltage shift.

If the channel instead floats above a depletion layer with a grounded body, the mean surface potential moves by a smaller amount $\phi$. Let $C_d$ be the depletion capacitance. The charge balance is

$$
C(\Delta V-\phi)=C_d\phi,
\qquad\text{so}\qquad
\phi=\frac{\Delta V}{1+C_d/C}.
$$

For a depletion layer 15 nm wide with permittivity 11.7,

$$
\frac{C_d}{C}=\frac{11.7}{15}\left(\frac14+\frac{2}{20}\right)=0.273,
$$

and $\phi=2.26/1.273=1.78$ mV. The gate-referred shift is still 2.26 mV.

**Does the disturbance stay inside the square?**

The perimeter flux was dropped, and this is where a finite area matters. To estimate the effect, I put the dipole 0.8 nm above the channel, below the centre of the square, in the layered stack just described. The gate and substrate planes extend beyond the square, which serves as an averaging window. I solved the layered Poisson problem for each lateral Fourier component and integrated the components numerically.

For a conducting channel, the induced charge inside the square gives 100% of the ideal gate-referred shift, to the digits shown. For a thick substrate of permittivity 11.7 without mobile charge, the square contains 70% of the integrated potential, and its mean shift is 1.58 mV. With the stack unchanged and the substrate permittivity lowered to 4, the fraction is 87%. In this comparison the substrate of higher permittivity spreads the disturbance farther sideways.

Position matters too. Take a uniform dielectric 3 nm thick above a conducting channel, with the dipole again at $h=0.8$ nm. Summing the image charges gives 50% of the ideal shift when the dipole is under the middle of one edge of the window. This is expected from symmetry, since half of the response then lies outside. When the dipole is 1 nm inside that edge, however, the result is 117%.

A fraction above 100% is possible because the induced charge does not have one sign everywhere. A charge $q$ at height $h$ above a grounded plane induces the density $-qh/[2\pi(r^2+h^2)^{3/2}]$. For a small dipole pointing to the channel, subtracting the densities of its two charges gives

$$
\sigma(r)=\frac{p}{2\pi}\frac{\partial}{\partial h}
\frac{h}{(r^2+h^2)^{3/2}}
=\frac{p}{2\pi}\frac{r^2-2h^2}{(r^2+h^2)^{5/2}}.
$$

This leading term is negative below the dipole and positive beyond $r=\sqrt2\,h\approx1.1$ nm. The further images, caused by the gate, make the total negative. An edge 1 nm away keeps the negative centre but cuts off part of the positive skirt, so the charge left inside is larger in magnitude than the total. The excess belongs to a dipole low in the layer. With the same edge distance, a dipole at 1.2 nm gives 98% and one at mid-thickness 89%. A real gate edge also has fringing fields, which this window does not describe.

**What the channel feels locally**

The average conceals a strongly uneven potential. For the centred dipole above the depleted substrate, the same Fourier calculation gives a shift of 78 mV at the channel surface directly below the dipole. At 1 nm inside the substrate it is 19 mV. The first value is about 35 times the ideal mean. Unlike the ideal mean, these point-dipole values depend on the height. With the dipole at 0.5 nm the surface value is about 160 mV, and at 0.3 nm about 420 mV, while the value 1 nm inside rises only to 23 and 28 mV.

This limits what you can say about the current. If the whole barrier for electrons in a nondegenerate subthreshold channel fell by 2.26 meV, the current would rise by the factor $\exp(e\Delta V/k_BT)$. At 300 K, where $k_BT=25.85$ meV,

$$
\exp(2.262/25.85)-1=0.091,
$$

or 9.1%. At 360 K it would be 7.6%. These figures give the scale for a uniform shift of the barrier itself. With the depletion layer above, a uniform gate-referred shift of 2.26 mV moves the barrier by only 1.78 meV, and the figures become 7.1% and 5.9%. They do not predict the effect of one dipole, since the current depends on where the local disturbance lies along its path.

**Comparison with a real gate stack**

The layer values are rough typical ones for a silica interlayer under hafnia on silicon. The dipole of one electron-angstrom is a round choice, not a measured property of a defect. The simple formula assumes that the disturbance is laterally confined and that the mean charge in the channel and substrate is fixed. A real device need not satisfy either condition. In the depleted model above, lateral spreading alone lowers the mean from 2.26 to 1.58 mV, while a grounded body alone lowers the surface shift to 1.78 mV. I have not calculated the two effects together.

Two other effects deserve a size. If an electron tunnels into a trap at the dipole's position, the field of its charge extends all the way to the gate. For the same mean channel and substrate charge as before, the magnitude of the mean shift is

$$
\frac{e}{\varepsilon_0A}\left(\frac{0.2\ \mathrm{nm}}{4}+\frac{2\ \mathrm{nm}}{20}\right)=6.8\ \mathrm{mV},
$$

three times that of the dipole reversal. A trap nearer the gate gives less. In the upper layer, 1 nm below the gate, the bracket is $(1\ \mathrm{nm})/20=0.05$ nm and the shift is 2.26 mV, the same as for the dipole. A small measured step therefore does not by itself identify a dipole.

The field across the interlayer also favours one orientation. At 5 MV/cm, a high but plausible field, or 0.05 V/Å, the energy difference is

$$
2pE=2(1\ e\,\text{Å})(0.05\ \mathrm{V/\text{Å}})=0.10\ \mathrm{eV}.
$$

Here I take the average field in the layer as the field acting on the dipole. If the two orientations have equal energy without the field, their equilibrium population ratio is $\exp(-2pE/k_BT)$, which is 0.021 at 300 K and 0.040 at 360 K. Under that bias the dipole spends most of its time in one orientation. Comparable times in both would need some other energy difference, for instance from the local bonding, to offset the field. How often it reverses depends on the barrier between the orientations, which electrostatics alone does not give.
